# Ideal graphene on fused silica: changes in psi and Delta

**Question**

I am trying to work out what an ellipsometer should see when graphene is laid on fused silica. The wavelength is 633 nm and the angle of incidence is 60°. I was told to treat the graphene as a conducting sheet with conductivity $e^2/(4\hbar)$ and to find the changes in $\psi$ and $\Delta$.

The thin-film formulas I know need a thickness and a refractive index, and here I have neither. I also don't see how a layer of zero thickness can change a phase. Where does the conductivity enter the Fresnel coefficients, what are the two changes, and how far can I trust them for a real sample?

**Answer**

The conductivity enters through the boundary condition on the magnetic field, so no thickness is needed. I take the time factor $e^{+i\omega t}$, a complex index $N=n-i\kappa$, and

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta},$$

with the sign of $r_p$ chosen so that $r_p=-r_s$ at normal incidence. With the opposite time factor and the same definition of $\rho$, $\Delta$ changes sign. The silica is transparent and non-magnetic, and light reflected from its back face is kept out of the detector. I use $n=1.46$, a rough typical value.

**Where the conductivity comes from**

Near a Dirac point the Hamiltonian is $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$. A field $E_0\cos\omega t$ along $x$ has a vector potential of amplitude $E_0/\omega$, and its absorbing half couples the bands through

$$|M|^2=\left(\frac{evE_0}{2\omega}\right)^2\sin^2\varphi ,$$

where $\varphi$ is the direction of $\mathbf k$. The factor $\sin^2\varphi$ is $|\langle c|\sigma_x|v\rangle|^2$ for the spinors $(1,\pm e^{i\varphi})/\sqrt2$. With two spins and two cones, the golden rule gives the transition rate per area

$$W=4\,\frac{2\pi}{\hbar}\int\!\frac{d^2k}{(2\pi)^2}\,|M|^2\,\delta(2\hbar vk-\hbar\omega).$$

The angular integral of $\sin^2\varphi$ is $\pi$, and the radial one is $\int k\,\delta(2\hbar vk-\hbar\omega)\,dk=\omega/(4\hbar v^2)$. Hence $W=e^2E_0^2/(8\hbar^2\omega)$. Equating the absorbed power $\hbar\omega W$ to $\tfrac12\sigma_0E_0^2$ gives

$$\sigma_0=\frac{e^2}{4\hbar}=6.085\times10^{-5}\ \text{S}.$$

The velocity and the frequency have cancelled. This holds for independent electrons in undoped, cold graphene with straight cones.

**The sheet in the Fresnel coefficients**

Let $Y$ be the ratio of tangential $H$ to tangential $E$ for a wave travelling into the sample, in units of $1/Z_0$, where $Z_0$ is the impedance of free space. In a medium of index $n$, $H=nE/Z_0$. For s light all of $E$ is tangential but only $H\cos\theta$ is; for p light the roles are exchanged. Therefore

$$\text{s: } Y_1=\cos\theta,\; Y_2=n\cos\theta_2;\qquad \text{p: } Y_1=\frac1{\cos\theta},\; Y_2=\frac n{\cos\theta_2}.$$

Here 1 is air, 2 is silica, and $\sin\theta_2=\sin\theta/n$. A reflected wave has the opposite sign of $H/E$.

Tangential $E$ is continuous. Tangential $H$ drops across the sheet by the surface current $\sigma_0E$. If $r_E$ and $t$ are the reflected and transmitted tangential $E$ for unit incident field,

$$1+r_E=t,\qquad Y_1(1-r_E)-Y_2t=s\,t,\qquad s=Z_0\sigma_0 .$$

Eliminating $t$ gives $r_E=(Y_1-Y_2-s)/(Y_1+Y_2+s)$. The sheet simply adds $s$ to the substrate admittance. For s light $r_s=r_E$; for p light the sign convention requires $r_p=-r_E$:

$$r_s=\frac{Y_1-Y_2-s}{Y_1+Y_2+s},\qquad r_p=\frac{Y_2+s-Y_1}{Y_2+s+Y_1}.$$

Since $Z_0=1/(\varepsilon_0c)$, the number $s$ equals $\pi\alpha$, with $\alpha$ the fine-structure constant: $s=0.02293$.

**The numbers at 60°**

For s light $Y_1=0.50000$ and $Y_2=1.17541$. For p light $Y_1=2.00000$ and $Y_2=1.81349$. Without the sheet,

$$r_p=\frac{-0.18651}{3.81349}=-0.04891,\qquad r_s=\frac{-0.67541}{1.67541}=-0.40313,$$

so $\rho=0.12132$ and $\psi=6.917^\circ$. With the sheet,

$$r_p=\frac{-0.16358}{3.83642}=-0.04264,\qquad r_s=\frac{-0.69834}{1.69834}=-0.41119,$$

so $\rho=0.10370$ and $\psi=5.920^\circ$. Both ratios are positive, so $\Delta=0^\circ$ in both cases. The answer for the ideal sheet is

$$\delta\psi=-1.00^\circ\;(-17.4\ \text{mrad}),\qquad \delta\Delta=0 .$$

The sheet brings the p admittance closer to that of air and takes the s admittance further away. It therefore weakens $r_p$, strengthens $r_s$, and lowers $\psi$ on both counts.

You can also reach this result from a film of finite thickness $d$ whose permittivity is raised as $d$ shrinks, so that its total sheet conductivity stays $\sigma_0$. Its $\rho$ differs from the sheet value by a relative $1.6\times10^{-4}$ at $d=10^{-3}$ nm and by $1.6\times10^{-5}$ at $10^{-4}$ nm. The difference falls in proportion to $d$, as it should.

**Why the phase stays put, and where it does not**

Your suspicion about the phase is right for this model, but the reason is the real conductivity, not the zero thickness. With $s$, $Y_1$ and $Y_2$ all real, $\rho$ is real, and $\Delta$ can be only $0^\circ$ or $180^\circ$. It changes if the sheet reverses the sign of $r_p$, which requires

$$0<Y_1-Y_2<s\quad\text{(p light)}.$$

The difference $Y_1-Y_2$ grows steadily with angle, because

$$\frac{dY_2/d\theta}{dY_1/d\theta}=n^2\left(\frac{\cos\theta}{\sqrt{n^2-\sin^2\theta}}\right)^3\le\frac1n<1 .$$

There is thus a single window. It opens at the bare Brewster angle, 55.59°, and closes at the shifted zero of $r_p$, 56.23°. Inside it, at 55.91° for example, the bare surface has $\Delta=0^\circ$ and the coated one $180^\circ$. Your 60° lies above the window.

**A first-order formula**

A small-$s$ formula shows what controls the signal. Differentiating either logarithm at $s=0$ gives the same form:

$$\frac{d\ln r}{ds}=\frac{2Y_1}{Y_2^2-Y_1^2}.$$

Write $c=\cos\theta$ and $u=\sin^2\theta$. For s light, $Y_2^2-Y_1^2=(n^2-u)-(1-u)=n^2-1$. For p light, $Y_2^2=n^4/(n^2-u)$, and

$$Y_2^2-Y_1^2=\frac{n^4c^2-n^2+u}{c^2(n^2-u)}=\frac{(n^2-1)(n^2c^2-u)}{c^2(n^2-u)} .$$

The last step uses $u=1-c^2$: the numerator is $c^2(n^4-1)-(n^2-1)$, and $(n^2+1)c^2-1=n^2c^2-u$. The two derivatives are therefore

$$G_p=\frac{2c\,(n^2-u)}{(n^2-1)(n^2c^2-u)},\qquad G_s=\frac{2c}{n^2-1}.$$

Subtracting them leaves $n^2-u-(n^2c^2-u)=n^2u$ in the numerator, so

$$\delta\ln\rho=G\,s,\qquad G=\frac{2n^2\cos\theta\sin^2\theta}{(n^2-1)(n^2\cos^2\theta-\sin^2\theta)} .$$

Because $\ln\rho=\ln\tan\psi+i\Delta$ and $d\ln\tan\psi=2\,d\psi/\sin2\psi$,

$$\delta\psi=\tfrac12\sin2\psi\;\mathrm{Re}\,\delta\ln\rho,\qquad \delta\Delta=\mathrm{Im}\,\delta\ln\rho .$$

At 60°, $G=-6.51$ and $Gs=-0.149$. With $\tfrac12\sin2\psi=0.1196$ this gives $\delta\psi=-1.02^\circ$, within 3% of the full result. At normal incidence $G$ vanishes, since s and p are then equivalent. At the Brewster angle $G$ diverges and the expansion fails. It needs $s\ll|Y_2-Y_1|$ for p light; here the ratio is $0.0229/0.1865$, or about 0.12.

**What a real film adds to Delta**

A real film can also respond out of phase with the field, and it can polarize along its normal. Let its thickness be $d$, its in-plane permittivity $\varepsilon_x$, its normal permittivity $\varepsilon_z$, and $k=2\pi/\lambda$. For p light, with $h=Z_0H_y$ and $z$ pointing into the sample, Maxwell's equations give

$$\partial_zE_x=-ik\left(1-\frac u{\varepsilon_z}\right)h,\qquad \partial_zh=-ik\,\varepsilon_xE_x .$$

The term in $\varepsilon_z$ comes from eliminating $E_z=-\sin\theta\,h/\varepsilon_z$. Step through a thin film from bottom to top, and subtract what a layer of air of the same thickness would do. That air layer only shifts the reference plane and multiplies $r_p$ and $r_s$ by the same phase, which cancels in $\rho$. What remains is

$$E_{\rm top}=E+ikd\,u\left(1-\frac1{\varepsilon_z}\right)h,\qquad h_{\rm top}=h+ikd(\varepsilon_x-1)E .$$

With $h=Y_2E$ at the bottom, the admittance seen from above is, to first order in $d$,

$$\frac{h_{\rm top}}{E_{\rm top}}=Y_2+ikd(\varepsilon_x-1)-ikd\,u\left(1-\frac1{\varepsilon_z}\right)Y_2^2 .$$

For s light there is no normal field, and only the term in $\varepsilon_x-1$ appears. The extra p term is multiplied by $G_p$, and $G_p\,u\,Y_2^2=n^2G$. Hence

$$\delta\ln\rho=G\,ikd\left[(\varepsilon_x-1)-n^2\left(1-\frac1{\varepsilon_z}\right)\right].$$

The quantity $s_f=ikd(\varepsilon_x-1)$ is the film's in-plane sheet admittance. To first order, its real part is absorption and acts on $\psi$; its imaginary part is reactive and acts on $\Delta$. At second order the two mix.

A transparent isotropic film is the opposite limit to the ideal sheet. With $\varepsilon_x=\varepsilon_z=\varepsilon$ the bracket becomes $(\varepsilon-1)(\varepsilon-n^2)/\varepsilon$, which is real. To first order such a film changes $\Delta$ and leaves $\psi$ alone, and it is invisible if $\varepsilon=n^2$.

**How this compares with real graphene**

The assumption that fails most visibly is the purely real conductivity. Rough film values for graphene are an index $2.7-1.3i$ and a thickness of 0.34 nm. They give $s_f=0.0237+0.0155i$. The real part is close to $\pi\alpha$, but the imaginary part is two thirds as large. The normal response is less certain, so I take two cases, solving the field equations through the film without expanding in $d$:

- With no normal response ($\varepsilon_z=1$), $\delta\psi=-1.00^\circ$ and $\delta\Delta=-6.4^\circ$. The first-order estimate of the latter is $-6.51\times0.0155=-0.101$ rad, or $-5.8^\circ$.
- With an isotropic film, $\delta\psi=-1.00^\circ$ and $\delta\Delta=-3.6^\circ$.

So $\delta\Delta=0$ is a property of the ideal sheet and not a forecast for your sample. With these film values you should expect a change of several degrees, whose size depends on a normal response that the sheet model does not contain. These two cases are not bounds. The close agreement in $\delta\psi$ should not be read as accuracy either. The film values are rough, and the agreement is partly a cancellation: the real part of $s_f$ alone gives $\delta\psi=-1.03^\circ$, and the imaginary part, acting at second order, brings it back to $-1.00^\circ$.

The other changes computed here are smaller:

- **Band curvature.** At 1.96 eV the cones are no longer straight. A sum over nearest-neighbour $\pi$ bands with a rough hopping energy of 2.7 eV gives an absorptive conductivity of $1.064\,\sigma_0$, which changes $\delta\psi$ to $-1.06^\circ$. The reactive part of these bands, which would act on $\Delta$, is not computed here.
- **Doping.** For a Fermi energy $E_F=0.2$ eV at 300 K, thermal occupation alone blocks a fraction of about $10^{-13}$ of the absorption. Lifetime broadening, which is left out here, blocks more. Doping also moves the absorption below $2E_F$ to zero frequency. If that weight is conserved and undamped, the dispersion relation between the real and imaginary parts of $\sigma$ gives, for the sharp edge of zero temperature, a reactive part $(\sigma_0/\pi)\{\ln[(\hbar\omega+2E_F)/(\hbar\omega-2E_F)]-4E_F/\hbar\omega\}=0.0019\,\sigma_0$. Thermal smearing of the edge at 300 K raises this to about $0.0022\,\sigma_0$. Either value shifts $\Delta$ by only $-0.02^\circ$.
- **Trapped water.** A layer 0.3 nm thick with index 1.33 under the ideal sheet gives $\delta\Delta=+0.19^\circ$ and leaves $\delta\psi$ at $-1.00^\circ$, as expected of a transparent film.

**Using it in a measurement**

Compare the coated area with a bare area of the same substrate at the same angle. Keep light from the back face out of both readings: a thicker plate displaces that beam but does not weaken it, and the comparison does not cancel its effect. Raising $n$ by 0.01 moves the bare $\psi$ by $-0.29^\circ$, but if both areas share that index, the change due to the sheet only goes from $-1.00^\circ$ to $-0.98^\circ$. Likewise, an angle error of $0.1^\circ$ moves the bare $\psi$ by $0.16^\circ$ and hardly affects the difference if it is common to both readings. If it occurs in one reading only, it enters as an error of about 16% of the signal.

At this angle and on a transparent substrate, $\delta\psi$ mainly measures the absorptive part of the conductivity. A nonzero $\delta\Delta$ points to something that the ideal sheet on clean silica omits, such as reactive response, normal polarization, or transparent layers. A surface layer common to both areas counts too, since its effect on $\Delta$ does not cancel exactly. One value of $\delta\Delta$ cannot separate these. The full set of values is in the numerical output below; its "leading curvature law" is the low-energy form $1+(\hbar\omega/t)^2/9$, with $t$ the hopping energy, shown for comparison with the band sum and not used in any result here.

## Computed results

```
wavelength 633 nm, photon energy 1.9587 eV
incidence 60 deg, silica index 1.46 (rough)
sheet conductivity e^2/(4 hbar) = 6.0853e-05 S
sheet admittance s = Z0*sigma0 = 0.022925 (no unit)
s light: Y1 = 0.50000, Y2 = 1.17541 (units of 1/Z0)
p light: Y1 = 2.00000, Y2 = 1.81349 (units of 1/Z0)
bare:  r_p = -0.04891, r_s = -0.40313
sheet: r_p = -0.04264, r_s = -0.41119
rho bare = 0.12132, rho with sheet = 0.10370
bare:  psi = 6.9174 deg, Delta = 0.0000 deg
sheet: psi = 5.9205 deg, Delta = 0.0000 deg
change of psi = -0.9969 deg = -17.400 mrad
change of Delta = 0.0000 deg
first-order factor G = -6.5075, G*s = -0.14919
first-order change of psi = -1.0220 deg
relative slab-sheet difference, d = 1e-3 nm: 1.57e-04
relative slab-sheet difference, d = 1e-4 nm: 1.57e-05
zero of r_p: bare 55.592 deg, with sheet 56.227 deg
at 55.909 deg: Delta bare 0.0 deg, with sheet 180.0 deg
Neglected effects (changes are relative to dry bare silica)
pi bands, hopping 2.7 eV: sigma/sigma0 at 0.5 eV 1.0039
pi bands: sigma/sigma0 at photon energy 1.0638
  leading curvature law there 1.0585
  change of psi with the band value -1.0589 deg
film: index 2.7-1.3i, thickness 0.34 nm (rough)
  film s: real 0.02369, imaginary 0.01552
  eps_z = 1:  dpsi -1.003 deg, dDelta -6.44 deg
  isotropic:  dpsi -0.997 deg, dDelta -3.57 deg
doping 0.2 eV, 300 K: blocked fraction 8.1e-14
  reactive part/sigma0 0.00185, dDelta -0.0176 deg
water 0.3 nm, index 1.33, under the ideal sheet:
  dpsi -0.9969 deg, dDelta 0.1887 deg
index +0.01: bare psi moves -0.2922 deg, dpsi becomes -0.9777 deg
angle +0.1 deg: bare psi moves 0.1553 deg, dpsi becomes -0.9962 deg
```
